# Line motion through focus under an unbalanced dipole source

**Q:** Suppose I print a grating of lines with dipole illumination, and one of the two poles is slightly brighter than the other. Should the lines change only in contrast when I defocus, or should they also move sideways?

**A:** Start with what one pole does. Let the lines run along $y$ and repeat along $x$ with pitch $p$, with a clear space centred at $x=0$. The right pole sends in light whose direction sine on the wafer side is $s$, meaning the refractive index times the sine of the angle. The mask adds multiples of

$$g=\frac{\lambda}{p}$$

to that sine. I assume that the lens passes just two orders: the zeroth at $s$ and the first order at $s-g$.

I also take a thin, mirror-symmetric mask of clear and opaque strips, so the order amplitudes $c_0$ and $c_1$ are real and the same for both poles. I take them positive. The lens has no aberrations, the pole is a point, and the electric field lies along $y$ (TE light), so the two fields add as scalars.

With $k=2\pi/\lambda$ and $z$ measured from best focus along the direction of travel, the field in a liquid of index $n$ is

$$E=c_0e^{ik[sx+\gamma(s)z]}+c_1e^{ik[(s-g)x+\gamma(s-g)z]},\qquad \gamma(u)=\sqrt{n^2-u^2}.$$

The phase of the first wave minus that of the second is $kgx+kz[\gamma(s)-\gamma(s-g)]$. Since $kg=2\pi/p$, the intensity is

$$I_R=c_0^2+c_1^2+2c_0c_1\cos\!\left(\frac{2\pi x}{p}-\varphi\right),\qquad \varphi=kz\,[\gamma(s-g)-\gamma(s)].$$

The bright fringe sits where the cosine's argument is zero, at $x=p\varphi/2\pi$. So one pole alone generally gives a pattern that moves when $z$ changes, without losing contrast.

**Q:** How fast does it move, and is there a geometric reason?

**A:** Write the displacement as $Tz$. Because $pk/2\pi=1/g$,

$$T=\frac{\gamma(s-g)-\gamma(s)}{g}.$$

Multiply top and bottom by $\gamma(s-g)+\gamma(s)$. The numerator becomes a difference of squares, in which $n^2$ cancels:

$$\gamma^2(s-g)-\gamma^2(s)=s^2-(s-g)^2=g(2s-g).$$

The factor $g$ cancels too, leaving

$$T=\frac{2s-g}{\gamma(s)+\gamma(s-g)}=\frac{s+(s-g)}{\gamma(s)+\gamma(s-g)}.$$

The last form is the geometry. Its numerator is the sum of the sideways components of the two wavevectors, and its denominator is the sum of their axial components, both in units of $k$. The fringe planes therefore lie along the sum of the two wavevectors. If that sum leans, a wafer at another height cuts the fringes at another $x$.

The denominator is positive, so $T$ vanishes only when $g=2s$, that is, at the pitch

$$p_0=\frac{\lambda}{2s}.$$

There the two orders lie at $+s$ and $-s$, symmetrically in the pupil. For longer pitches $g<2s$ and $T>0$; for shorter pitches $T<0$.

**Q:** And the second pole undoes this motion?

**A:** It produces the opposite motion. The left pole enters at $-s$, and its captured orders are at $-s$ and $g-s$. Now the first order is the one further to the right. Its phase minus that of the zeroth order is

$$kgx+kz[\gamma(g-s)-\gamma(s)]=\frac{2\pi x}{p}+\varphi,$$

because $\gamma$ is even. The left pole's fringe is therefore displaced by $-Tz$.

The poles are mutually incoherent, so their intensities add. Give them fractions $(1+b)/2$ and $(1-b)/2$ of the total power, with $b>0$ when the right pole is brighter. The modulated part of the image, divided by $2c_0c_1$, is

$$M=\frac{1+b}{2}\cos\!\left(\frac{2\pi x}{p}-\varphi\right)+\frac{1-b}{2}\cos\!\left(\frac{2\pi x}{p}+\varphi\right).$$

Expand both cosines. The terms in $\cos(2\pi x/p)\cos\varphi$ have weights that add to 1. The terms in $\sin(2\pi x/p)\sin\varphi$ have opposite signs, so their weights subtract to $b$:

$$M=\cos\varphi\cos\frac{2\pi x}{p}+b\sin\varphi\sin\frac{2\pi x}{p}.$$

This is again one cosine, $M=C\cos(2\pi x/p-\psi)$. Matching coefficients gives $C\cos\psi=\cos\varphi$ and $C\sin\psi=b\sin\varphi$, hence

$$\tan\psi=b\tan\varphi,\qquad C^2=\cos^2\varphi+b^2\sin^2\varphi.$$

For $|\varphi|<\pi/2$ the sideways shift is

$$X=\frac{p}{2\pi}\arctan(b\tan\varphi).$$

A fixed intensity threshold cuts a cosine at points symmetric about its centre. Both edges of a line therefore share the centre shift $X$, although the line may also become wider or narrower as $C$ falls.

So the answer to your first question is yes, the lines move, unless $T=0$. With equal poles $b=0$ and $M=\cos\varphi\cos(2\pi x/p)$: the centre stays put while contrast falls, until the contrast vanishes at $|\varphi|=\pi/2$.

**Q:** Then at the special pitch the opposite shifts cancel even though the poles are unequal?

**A:** No. At $p_0$ there is nothing to cancel, because each pole's shift is zero by itself. Away from $p_0$ the shifts are $+Tz$ and $-Tz$, and it is there that cancellation needs equal powers. Symmetry of the two orders removes the motion pole by pole; equality of the poles removes it in the sum.

**Q:** Could the motion still pause at some particular focus setting, at another pitch?

**A:** Not in this two-order model with $0<|b|<1$. Differentiate $\tan\psi=b\tan\varphi$:

$$\frac{d\psi}{d\varphi}=\frac{b\sec^2\varphi}{1+b^2\tan^2\varphi}=\frac{b}{\cos^2\varphi+b^2\sin^2\varphi}=\frac{b}{C^2}.$$

This never vanishes, and $\varphi$ is proportional to $z$ whenever $T\ne0$. At best focus $C=1$, so the slope is

$$\left.\frac{dX}{dz}\right|_{0}=bT.$$

That is the power-weighted mean of the two pole shifts, $\tfrac{1+b}{2}T-\tfrac{1-b}{2}T$. For $0<|\varphi|\le\pi/2$, $C^2<1$ and the lines move faster than this mean suggests. As the two cosines separate, their common part, $\cos\varphi$, shrinks, while the part left by the imbalance, $b\sin\varphi$, grows in size.

At $|\varphi|=\pi/2$ the shift reaches a quarter pitch, however small $|b|$ is, but the remaining modulation is only $|b|$. In the other limit, $|b|=1$, one pole is dark, $C=1$ at every focus, and the shift is the single-pole value.

**Q:** Put numbers on it for an immersion scanner.

**A:** Take $\lambda=193$ nm, $\mathrm{NA}=1.35$, $n=1.44$ and pole centres at 0.80 of the pupil radius. Then $s=0.80\times1.35=1.080$, and

$$p_0=\frac{193}{2\times1.080}=89.35\ \text{nm}.$$

First, the two-order window. Capturing the first order needs $s-g\ge-\mathrm{NA}$, or $p\ge\lambda/(s+\mathrm{NA})=79.4$ nm. Losing the second order needs $s-2g<-\mathrm{NA}$, or $p<2\lambda/(s+\mathrm{NA})=158.8$ nm. The first order on the other side, at $s+g$, is outside the pupil throughout this range.

Let the pole powers be 52.5 % and 47.5 %, so $b=0.05$. At 130 nm pitch, $g=1.485$ and the orders sit at 1.080 and $-0.405$. Then

$$T=\frac{1.080-0.405}{0.952+1.382}=0.289.$$

At $z=50$ nm one pole alone would move the pattern by 14.5 nm. The phase is $\varphi=2\pi\times14.466/130=0.699$ rad, and the combined shift is

$$X=\frac{130}{2\pi}\arctan(0.05\tan0.699)=0.87\ \text{nm}.$$

The linear estimate $bTz$ gives 0.72 nm. The excess of about 20 % is the growth just described: for small $b$ the ratio is close to $\tan\varphi/\varphi=1.20$.

With the pole positions, imbalance and 50 nm defocus held fixed, the pitches compare as follows. Modulation is relative to best focus.

| Pitch (nm) | $T$ | Line shift (nm) | Modulation |
|---:|---:|---:|---:|
| 82.00 | −0.119 | −0.32 | 0.90 |
| 89.35 | 0 | 0 | 1.00 |
| 110.00 | 0.182 | 0.50 | 0.87 |
| 130.00 | 0.289 | 0.87 | 0.77 |
| 150.00 | 0.367 | 1.15 | 0.72 |

As a test that does not use the formula for $X$, the image was built by summing the fields of all captured orders, and its threshold edges were located. The pitch at which their centre had zero slope through focus came out at 89.352 nm, the same as $\lambda/2s$ to the digits shown.

**Q:** The sign change matters to me. I have several pitches on the same layer.

**A:** Then one stage correction cannot remove the effect. In this example the 82 nm and 150 nm gratings separate by about 1.5 nm when the wafer is 50 nm out of focus. Reversing the defocus reverses both shifts, and so does exchanging the bright and dim poles.

If one pitch matters most, placing the poles at $s=\lambda/2p$ protects that pitch against motion caused by a power imbalance. This requires that the poles remain mirror images, that each is a point or is left-right symmetric about its own centre, and that the two-order condition holds. The other pitches still need balanced poles.

**Q:** What if the poles have equal power but the whole source is slightly off centre?

**A:** That is a different fault, and the special pitch does not protect you from it. Let the right pole be at $s+\epsilon$ and the left at $-(s-\epsilon)$. Close to focus the image shift is the mean of the two pole shifts, so for equal powers

$$\frac{dX}{dz}=\tfrac12[T(s+\epsilon)-T(s-\epsilon)]\simeq\epsilon\frac{dT}{ds}.$$

At $g=2s$ the numerator of $T$ is zero, so its derivative comes only from differentiating that numerator, which gives 2. The denominator is $2\gamma(s)$. The slope is therefore $\epsilon/\gamma(s)$, which is not zero. The null at $p_0$ belongs to unequal power, with the pole positions kept symmetric.

**Q:** My poles are not points. Does the null survive?

**A:** It survives for a pole that is left-right symmetric about its own centre, as long as every source point sends the same two orders through. At $g=2s$, consider a source point displaced by $u$ from the pole centre. Its orders are at $s+u$ and $-s+u$. The partner point at $-u$ has orders at $s-u$ and $-s-u$. These are the same two magnitudes with their roles exchanged, so its $\varphi$ has the opposite sign. A displacement along $y$ enters both orders equally and does not disturb this pairing. The sine parts cancel within each pole, at every $z$.

For a uniform disc of radius 0.10 in pupil units, with the fields still added as scalars, the shift at 130 nm pitch and 50 nm defocus is 0.88 nm, against 0.87 nm for the point pole.

A ring sector lacks that symmetry. With radii from 0.70 to 0.90 and a half-angle of 20°, its ends curve toward the pupil's vertical axis. The mean horizontal position is

$$\frac23\,\frac{0.9^3-0.7^3}{0.9^2-0.7^2}\,\frac{\sin20^\circ}{20\pi/180}=0.788$$

of the pupil radius, instead of 0.80. Using this mean for $s$ predicts a null near $193/(2\times0.788\times1.35)=90.7$ nm. The full source sum, also with scalar fields, gives 90.7 nm. The slope at focus vanishes there, but higher powers of $z$ need not; the residual shift at 50 nm defocus is about 0.0003 nm, which is negligible here.

**Q:** And a real mask, which has thickness?

**A:** One effect of thickness is a phase difference between diffraction orders. Suppose the first order used by each pole gains the same phase $\delta$ relative to the zeroth. In the right pole's phase difference the first order is subtracted, which gives $2\pi x/p-\varphi-\delta$. In the left pole's it is added, which gives $2\pi x/p+\varphi+\delta$. So $\varphi$ is replaced by $\varphi+\delta$ in the formulas for $M$, $C$, $\psi$ and $X$. The slope $bT$ then belongs to the focus where $\varphi+\delta=0$.

At $p_0$, $\varphi$ stays zero and the lines have a constant offset $(p_0/2\pi)\arctan(b\tan\delta)$. For $\delta=0.20$ rad this is 0.14 nm, with no motion through focus. At 130 nm pitch the focus of zero shift moves to $z=-\delta p/(2\pi T)=-14.3$ nm.

**Q:** Does polarization alter the motion?

**A:** For point poles and two orders it does not alter the motion through focus, as long as the fringes keep some contrast. In TM light the two electric fields are not parallel, so the interference term is multiplied by their scalar product. Mirror symmetry makes that factor the same for both poles, and it drops out of $\tan\psi$.

The contrast does suffer. In water the factor is 0.424 at 130 nm pitch and $-0.125$ at $p_0$. The negative sign means that bright and dark exchange places, so the pattern sits half a pitch away. Between these two pitches, near 95 nm, the factor is zero and TM light leaves no fringes in the water. Inside a resist of index 1.70 the rays lie closer to the axis (39° instead of 49° at $p_0$), and the factor at $p_0$ becomes $1-2s^2/n_r^2=1-2(1.080)^2/(1.70)^2=0.19$, which is positive.

**Q:** The resist also has depth. Does the line lean?

**A:** The fringe pattern does. Inside the film, $\gamma$ uses the resist index, but the sideways components $s$ and $s-g$ are unchanged by refraction. The null pitch is therefore unchanged. At 130 nm pitch, with best focus at the top of a film of index 1.70 and no reflection from below, the fringe centre is displaced by 1.25 nm at a depth of 80 nm. Development may turn this into a different edge profile, which the optical model does not predict.

**Q:** How close is this example to a real tool?

**A:** The wavelength, NA and water index are rounded values typical of argon-fluoride immersion lithography. The 5 % imbalance is a chosen value, not a measured one, and a well-adjusted source may do better. At small $b$ the shift is nearly proportional to it, so $b=0.01$ would give about 0.17 nm at 130 nm pitch instead of 0.87 nm. Of the neglected features sized here, the finite disc changes that number by only about 1.5 % in the scalar sum. Mask phase can matter more: with $\delta=0.20$ rad, also a chosen value, $\varphi+\delta=0.899$ rad and the shift at 50 nm defocus becomes 1.30 nm. Film depth matters too: with best focus at the top of the film, 80 nm of depth alone gave 1.25 nm. When defocus and depth act together their fringe phases add, so the two shifts cannot simply be summed. For 50 nm of defocus and 80 nm of depth in the same direction, the phases add to 1.58 rad, just past $\pi/2$, and only about 5 % of the best-focus modulation is left. Lens aberrations and resist chemistry are left out, so these figures are estimates of the mechanism, not a prediction of measured overlay.

**Q:** Is $p_0$ still the sole exception if I go to a much longer pitch?

**A:** Not necessarily. Once the second order enters the pupil, one pole produces several fringe systems. The orders at $s$ and $s-g$ give fringes whose lean has the sign of $2s-g$. Those at $s-g$ and $s-2g$ have the same period, but their lean has the sign of $2s-3g$. These signs can be opposite, so the motions can offset each other within a single pole.

For narrow spaces, with a clear fraction of 0.15 and a threshold of 0.09 of the clear-field intensity, the printed centre has zero slope at focus at 176.11 nm pitch. At that threshold the grating at $p_0$ would not print, because its two-order image peaks at only 0.087. Lowering the threshold to 0.08 lets both print, and the extra zero stays close to 176 nm. Three orders are captured there, at 1.080, $-0.016$ and $-1.112$, which are not symmetric. This result concerns the slope at focus, not the whole focus range. Unlike $p_0$, this pitch depends on the relative order amplitudes, so its digits belong to the scalar model: it runs from 175.5 to 176.7 nm as the threshold goes from 0.06 to 0.15, the obliquity weighting of a 4× high-NA lens moves it by about 0.6 nm, and in TM light in water (threshold 0.07) it falls near 172 nm. For equal lines and spaces the second-order amplitude is zero, so this particular offsetting is absent.

There is also a condition on the poles. For $p_0$ to lie inside the two-order window, $\lambda/2s<2\lambda/(s+\mathrm{NA})$ is required, which gives $s>\mathrm{NA}/3$. The poles here, at 0.80 of the pupil radius, satisfy it comfortably.

## Table of computed values

```
wavelength 193 nm, NA 1.35, water index 1.44
pole centre 0.80 of pupil radius, sine s = 1.080
imbalance b = 0.05; pole powers 52.5 % and 47.5 %
two-order window: 79.4 to 158.8 nm pitch
null pitch, formula: 89.352 nm
null pitch, from image: 89.352 nm
defocus used below: 50 nm
pitch 82.00 nm: orders at 1.080 and -1.274
  tilt T -0.1192 nm/nm, phi -0.4568 rad
  one-pole shift size 5.961 nm
  line shift -0.321 nm, linear b*T*z -0.298 nm
  modulation relative to focus 0.8978
pitch 89.35 nm: orders at 1.080 and -1.080
  tilt T 0.0000 nm/nm, phi 0.0000 rad
  one-pole shift size 0.000 nm
  line shift 0.000 nm, linear b*T*z 0.000 nm
  modulation relative to focus 1.0000
pitch 110.00 nm: orders at 1.080 and -0.675
  tilt T 0.1823 nm/nm, phi 0.5205 rad
  one-pole shift size 9.113 nm
  line shift 0.502 nm, linear b*T*z 0.456 nm
  modulation relative to focus 0.8679
pitch 130.00 nm: orders at 1.080 and -0.405
  tilt T 0.2893 nm/nm, phi 0.6992 rad
  one-pole shift size 14.466 nm
  line shift 0.869 nm, linear b*T*z 0.723 nm
  modulation relative to focus 0.7661
pitch 150.00 nm: orders at 1.080 and -0.207
  tilt T 0.3673 nm/nm, phi 0.7693 rad
  one-pole shift size 18.366 nm
  line shift 1.155 nm, linear b*T*z 0.918 nm
  modulation relative to focus 0.7192
disc pole radius 0.10: shift at 130 nm pitch 0.883 nm
sector pole: radii 0.70 to 0.90, half-angle 20 deg
  null pitch 90.73 nm; residual shift there 0.0003 nm
  shift at the point-pole null pitch -0.0453 nm
mask phase 0.20 rad: constant offset at null pitch 0.144 nm
  zero-shift focus at 130 nm pitch moves to -14.3 nm
TM/TE modulation in water at 130.00 nm pitch: 0.424
TM/TE modulation in water at 89.35 nm pitch: -0.125
resist index 1.70, depth 80 nm: shift at 130 nm pitch 1.253 nm
narrow spaces, clear fraction 0.15, threshold 0.09 of clear field
  extra zero-slope pitch 176.11 nm, captured orders 3
```
